\section*{Resonant two-magnon splitting of uniform precession in a garnet sphere}

\section{Problem}

A sphere of yttrium iron garnet with $\mu_0M_s=0.176$ T is magnetized to saturation by a uniform field $B_0$ along $z$. Its magnetization precesses uniformly with a small cone angle $\varphi$. Neglect crystal anisotropy and finite-size quantization, and take $g=2$.

Show that one quantum of this precession can split resonantly into two magnons only below about 3.3 GHz. Show also that, in the saturated sphere, a pair with nonzero coupling exists at every frequency below the limit. Then examine pumping at 3.0 and 4.0 GHz.

Here $\gamma>0$ and the magnetization obeys $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B$, with $\mathbf m=\mathbf M/M_s$ and all effective fields in tesla. Frequencies $\omega$ are angular, and $f=\omega/2\pi$. Define $\omega_0=\gamma B_0$ and $\omega_M=\gamma\mu_0M_s$.

\section{Hints}

\begin{enumerate}
\item The demagnetizing field of a uniformly magnetized sphere is antiparallel to the magnetization. What torque does it exert on the uniform mode? Does a short spin wave see the same static field?
\item Energy conservation needs two magnons whose frequencies add up to $\omega_0$. Look for a lower bound on the frequency of any magnon.
\item An allowed energy is not yet an allowed process. Expand the dipolar energy to third order: the transverse magnetization of a wave couples to the modulation of $m_z$ that the wave makes together with the uniform mode.
\end{enumerate}

\section{Solution}

\subsection{Two different static fields}

A ball of uniform magnetic charge density $\rho$ has the inner field $\rho\mathbf r/3$. Two opposite balls displaced by $\mathbf s$ represent a magnetization $\mathbf M=\rho\mathbf s$, and their fields add to
\begin{equation}
\mathbf H_d=\frac{\rho(\mathbf r-\mathbf s)}3-\frac{\rho\mathbf r}3=-\frac{\mathbf M}{3}.
\end{equation}
As the uniform magnetization precesses, this field turns with it and exerts no torque. The uniform mode therefore has frequency $\omega_0=\gamma B_0$.

In a short spin wave the deviations average to zero over the sphere, so the demagnetizing field stays along $-z$. The wave sees the internal field $B_i=B_0-\mu_0M_s/3$, with the frequency
\begin{equation}
\omega_i=\gamma B_i=\omega_0-\frac{\omega_M}{3}.
\label{wi}
\end{equation}
We take $\omega_i>0$, the condition of saturation, so that $\omega_0>\omega_M/3$.

\subsection{Plane-wave magnons}

Let $\hat{\mathbf k}=(\sin\theta,0,\cos\theta)$, with a wavelength much smaller than the sphere. The wave's magnetostatic field is parallel to $\mathbf k$ and satisfies $\nabla\cdot(\mathbf H+\mathbf M)=0$. In tesla it is $-\mu_0M_s\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf m)$. Exchange adds $-Dk^2\mathbf m$. With $\omega_h=\omega_i+\gamma Dk^2$, the linearized torque equation gives
\begin{equation}
\dot m_x=-\omega_h m_y,\qquad
\dot m_y=(\omega_h+\omega_M\sin^2\theta)m_x .
\end{equation}
Differentiating the first equation and inserting the second,
\begin{equation}
\omega_k^2=\omega_h(\omega_h+\omega_M\sin^2\theta).
\label{disp}
\end{equation}
The lower edge of this band is $\omega_i$, approached by long waves travelling along the field. ``Long'' here means that exchange is small while the wavelength is still much smaller than the sphere.

\subsection{A lower bound for every mode}

The bound does not depend on plane waves. Let $\xi=(m_x,m_y)$ be a small transverse deviation of any shape. Since $m_z\simeq1-(m_x^2+m_y^2)/2$, the Zeeman energy and the static demagnetizing field together contribute $\omega_i|\xi|^2/2$ per unit volume, in units of $M_s/\gamma$. The deviation's own dipolar energy, $\frac{\mu_0}{2}\int|\mathbf H|^2dV$, and its exchange energy cannot be negative. The quadratic energy is thus $\frac12\langle\xi,\mathcal H\xi\rangle$ with $\mathcal H\geq\omega_i$.

The torque equation reads $\dot\xi=-J\mathcal H\xi$, where $J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$. For $\xi\propto e^{-i\omega t}$ this becomes $J\mathcal H\xi=i\omega\xi$. Multiplication by $-J$, using $J^2=-1$, gives $\mathcal H\xi=\omega(-iJ)\xi$. The Hermitian matrix $-iJ$ has eigenvalues $\pm1$, so for $\omega>0$
\begin{equation}
\omega_i\langle\xi,\xi\rangle\leq\langle\xi,\mathcal H\xi\rangle
=\omega\langle\xi,-iJ\xi\rangle\leq\omega\langle\xi,\xi\rangle .
\end{equation}
Hence every mode has $\omega\geq\omega_i$. Equality would need both zero exchange energy and zero dipolar energy. Zero exchange energy means a uniform deviation, but a uniform transverse deviation of a sphere has a dipolar field. With exchange present, every mode of a finite sphere therefore lies strictly above $\omega_i$.

\subsection{The frequency limit}

For splitting into magnons 1 and 2,
\begin{equation}
\omega_0=\omega_1+\omega_2>2\omega_i=2\omega_0-\frac{2\omega_M}{3}
\quad\Longrightarrow\quad
\boxed{\;\omega_0<\tfrac23\,\omega_M\;}
\label{limit}
\end{equation}
Momentum conservation was not used, so relaxing it near the surface does not open the process above the limit.

Raising the field raises $\omega_0$ and $\omega_i$ equally, but two magnons cost $2\omega_i$. Their minimum cost rises twice as fast as the available energy and eventually overtakes it.

For $g=2$, $\gamma/2\pi=27.992$ GHz/T. Therefore
\begin{equation}
f_M=27.992\times0.176=4.927\ \mathrm{GHz},\qquad
f_{\max}=\tfrac23f_M=3.284\ \mathrm{GHz},
\end{equation}
which is about 3.3 GHz. The applied field there is $3.284/27.992=0.1173$ T. Saturation sets the lower edge $f_M/3=1.642$ GHz.

\subsection{The coupling}

It remains to show that pairs below the limit are driven. Let $W$ be the mean energy density in units of $M_s/\gamma$, and let $\phi$ be the azimuth of $\mathbf m$. The torque equation is then $\dot\phi=-\partial W/\partial m_z$ and $\dot m_z=\partial W/\partial\phi$. Define
\begin{equation}
a=\sqrt{1-m_z}\,e^{-i\phi},\qquad
m_x-im_y=\sqrt2\,a\sqrt{1-|a|^2/2}.
\end{equation}
With $n=|a|^2=1-m_z$, we have $\dot\phi=\partial W/\partial n$ and $\dot n=-\partial W/\partial\phi$. Differentiating $a=\sqrt n\,e^{-i\phi}$ gives
\begin{equation}
i\dot a=\left(\dot\phi+\frac{i\dot n}{2n}\right)a
=\left(\frac{\partial W}{\partial n}-\frac{i}{2n}\frac{\partial W}{\partial\phi}\right)a
=\frac{\partial W}{\partial a^*},
\end{equation}
where the last step is the chain rule with $n=aa^*$ and $\phi=\frac i2\ln(a/a^*)$.

Insert a uniform part and a standing wave, which is an equal superposition of $\mathbf k$ and $-\mathbf k$:
\begin{equation}
a(\mathbf r,t)=a_0(t)+\sqrt2\,c(t)\cos(\mathbf k\cdot\mathbf r).
\end{equation}
The factor $\sqrt2$ makes $\langle|a|^2\rangle=|a_0|^2+|c|^2$, so $i\dot c=\partial W/\partial c^*$.

The Zeeman term is $\omega_0(|a_0|^2+|c|^2)$ plus a constant. The uniform part $\bar{\mathbf m}$ has demagnetizing energy $\omega_M|\bar{\mathbf m}|^2/6$. Because $|\mathbf m|=1$ everywhere, $|\bar{\mathbf m}|^2=1-2|c|^2$ up to fourth-order terms, which supplies $-\omega_M|c|^2/3$. These terms reproduce $\omega_0$ for the uniform mode and $\omega_i$ for the wave, and they contain no cubic part. Exchange adds $\gamma Dk^2|c|^2$.

The wave's dipolar energy is $\frac{\omega_M}{2}(X\sin\theta+Z\cos\theta)^2$, where $X$ and $Z$ are the coefficients of $\sqrt2\cos(\mathbf k\cdot\mathbf r)$ in $m_x$ and $m_z$:
\begin{equation}
X=\frac{c+c^*}{\sqrt2},\qquad Z=-(a_0^*c+a_0c^*).
\end{equation}
$Z$ follows from the cross term in $m_z=1-|a|^2$. Through third order,
\begin{align}
W={}&\omega_0|a_0|^2+\omega_h|c|^2+\frac{\omega_M\sin^2\theta}{4}(c+c^*)^2\nonumber\\
&-\frac{\omega_M\sin2\theta}{2\sqrt2}(c+c^*)(a_0^*c+a_0c^*).
\label{W}
\end{align}

The quadratic wave energy is $A|c|^2+\frac B2(c^2+c^{*2})$, with $B=\frac12\omega_M\sin^2\theta$ and $A=\omega_h+B$. Set $c=ub-vb^*$ with real $u,v$ and $u^2-v^2=1$. Then $b=uc+vc^*$, and $i\dot b=u\,\partial W/\partial c^*-v\,\partial W/\partial c=\partial W/\partial b^*$, so the equation of motion keeps its form. Moreover,
\begin{align}
|c|^2&=(u^2+v^2)|b|^2-uv(b^2+b^{*2}),\\
c^2+c^{*2}&=(u^2+v^2)(b^2+b^{*2})-4uv|b|^2.
\end{align}
The choice $u^2+v^2=A/\omega_k$ and $2uv=B/\omega_k$ removes $b^2+b^{*2}$. It leaves $(A^2-B^2)|b|^2/\omega_k=\omega_k|b|^2$, because $A^2-B^2=\omega_h(\omega_h+\omega_M\sin^2\theta)=\omega_k^2$. The choice also satisfies $u^2-v^2=1$.

At resonance $a_0=|a_0|e^{-i\omega_0t}$ and $b$ oscillates as $e^{-i\omega_0t/2}$. In the cubic term, $c+c^*=(u-v)(b+b^*)$. The products that do not oscillate are $a_0^*b^2$ and its conjugate, each with weight $u(u-v)$. The others average out at leading order, leaving
\begin{equation}
W_3=-G(a_0^*b^2+a_0b^{*2}),\qquad
G=\frac{\omega_M\sin2\theta}{2\sqrt2}\,u(u-v).
\end{equation}
The second term describes one uniform quantum turning into two magnons.

The equation of motion is $i\dot b=\omega_kb-2Ga_0b^*$. With $b=\beta e^{-i\omega_0t/2}$ and $\omega_k=\omega_0/2$ it becomes $\dot\beta=2iG|a_0|\beta^*$. For $\beta=e^{i\pi/4}r$ with real $r$, this gives $\dot r=2G|a_0|r$. The cone angle enters through $|a_0|^2=1-\cos\varphi\simeq\varphi^2/2$, and
\begin{equation}
u(u-v)=\frac12\left(1+\frac A{\omega_k}\right)-\frac B{2\omega_k}
=\frac12\left(1+\frac{\omega_h}{\omega_k}\right).
\end{equation}
The amplitude growth rate $s=2G|a_0|$ without damping is therefore
\begin{equation}
s=\frac{\varphi\,\omega_M}{4}\sin2\theta
\left(1+\frac{\omega_h}{\omega_k}\right),\qquad \omega_k=\frac{\omega_0}{2}.
\label{growth}
\end{equation}
It holds for small $\varphi$ and for the initial growth, before the pair drains the uniform mode. It vanishes at $\theta=0$ and $90^\circ$: in the first case the wave's transverse magnetization makes no magnetic charge, in the second its $m_z$ modulation makes none.

\subsection{A coupled pair exists below the limit}

For $\omega_M/3<\omega_0<2\omega_M/3$ we have $0<\omega_i<\omega_0/2$. Choose $\omega_h$ between $\omega_i$ and $\omega_0/2$. The resonance condition $\omega_k=\omega_0/2$ in \eqref{disp} requires
\begin{equation}
\sin^2\theta=\frac{\omega_0^2/4-\omega_h^2}{\omega_h\omega_M}.
\label{angle}
\end{equation}
As $\omega_h$ approaches $\omega_0/2$ from below, the right side is positive and tends to zero. An angle strictly between $0$ and $90^\circ$ is therefore available, and \eqref{growth} gives $s>0$. This completes the proof for a sphere large enough to treat the waves as continuous.

The growth law was tested without the expansion in $a$, by following small deviations of the precessing state through one full period. For $\omega_0/\omega_M=0.45$, 0.55 and 0.62, with two values of $\omega_h$ each and $\varphi=10^{-3}$ rad, the largest difference was $5\times10^{-6}$ relative to \eqref{growth}.

The same method was applied at $\varphi=0.01$ rad on a grid of angles ($0.5^\circ$ steps) and exchange frequencies (steps of $0.05\,\omega_M$). At 3.05 GHz the largest growth rate on the grid was $1.9\times10^{-3}\omega_M$, a little below the $2.1\times10^{-3}\omega_M$ that \eqref{growth} gives for the long-wave pair, whose resonant angle of $12.7^\circ$ falls between grid points; at 3.50, 3.94 and 4.93 GHz no growth appeared. This does not exclude the higher-order process in which two uniform quanta become a pair with $\omega_k=\omega_0$. Its coupling is quadratic in $a_0$, so its resonance is only of order $\varphi^2\omega_M=10^{-4}\omega_M$ wide. For waves along the field it needs $\gamma Dk^2\simeq\omega_M/3$, which lies between the grid points, and its growth rate there is about $\varphi^2\omega_M/2$. The limit \eqref{limit} concerns the splitting of one quantum.

\subsection{Pumping at 3.0 and 4.0 GHz}

At 3.0 GHz the applied field is $3.0/27.992$ T $=107.2$ mT. Subtracting $176/3=58.7$ mT leaves $B_i=48.5$ mT and a band bottom of 1.358 GHz. Half the pump frequency, 1.500 GHz, lies inside the band. For a long wave, $\omega_h=\omega_i$ and
\begin{equation}
\sin^2\theta=\frac{1.500^2-1.358^2}{1.358\times4.927}=0.061,
\qquad\theta=14.3^\circ.
\end{equation}
Equation \eqref{growth} then gives $s=0.228\,\varphi\,\omega_M=(7.04\times10^9\ \mathrm{s^{-1}})\varphi$, with $\varphi$ in radians.

Take a rough full linewidth $\Delta B=0.05$ mT and the same amplitude loss rate for the magnons as for the uniform mode, $\eta=\gamma\Delta B/2=4.40\times10^6$ s$^{-1}$. This pair grows once $s>\eta$, that is, above
\begin{equation}
\varphi_c=\frac{4.40\times10^6}{7.04\times10^9}
=6.2\times10^{-4}\ \mathrm{rad}=0.036^\circ.
\end{equation}
Other resonant pairs may have a different threshold.

The shortest resonant wavelength is approached as $\theta\to0$, where exchange supplies the whole difference $1.500-1.358=0.142$ GHz. With $D=5.28\times10^{-17}$ T\,m$^2$, from a rough exchange stiffness of 3.7 pJ/m, it is $0.64\ \mu$m, far below a sphere diameter of 0.5 mm.

At 4.0 GHz, with the field set for resonance (142.9 mT), the internal field is 84.2 mT and the band begins at 2.358 GHz. Half the pump frequency is only 2.000 GHz, so no pair conserves energy. This statement is tied to resonance. A precession forced at 4.0 GHz in a lower applied field needs only a band bottom below 2.000 GHz, that is $B_0<71.4+58.7=130.1$ mT, and it can then drive pairs (subsidiary absorption). At resonance the two-quantum process remains; its rate $\varphi^2\omega_M/2$ for waves along the field exceeds the assumed $\eta$ above about 0.017 rad, or $1^\circ$.

\subsection{What a real sphere changes}

The magnetization used here is a rough room-temperature value for yttrium iron garnet, the material of tunable microwave sphere filters. Of warming, crystal anisotropy and finite size, a 10 K warming moves the limit most. With a rough slope of $-0.2\%$ per kelvin for $M_s$, a 10 K rise lowers it by 66 MHz, or 2\%.

For rough cubic anisotropy, $K_1=-600$ J/m$^3$, the result depends on the field direction. Along a cube edge or body diagonal, anisotropy adds the same field to the uniform mode and to the waves. The difference $\omega_0-\omega_i$ and the limiting frequency are unchanged, while the applied field at the limit moves from 117.3 to 125.9 or 111.6 mT. Along a face diagonal the limit rises by about 10 MHz.

Finite size was estimated for a 0.5 mm sphere from standing waves with one half-wave across each transverse direction. In this box-like estimate the lowest has 96 half-waves along the field, and the limit falls by about 2 MHz. The shift scales with the assumed transverse wave number, so for a round sample it is known only as a few MHz. The anisotropy and finite-size effects leave the statement ``about 3.3 GHz'' unchanged, while the 10 K rise lowers the limit to about 3.2 GHz.

Damping hides the splitting close to the limit. There the resonant long waves have $\sin^2\theta\simeq\frac23-\omega_0/\omega_M$, and \eqref{growth} becomes $s\simeq\varphi\,\omega_M\sin\theta$, which tends to zero at the limit. Growth needs $s>\eta$, so for a given small cone angle it stops at a distance of about $(\eta/\varphi\omega_M)^2\omega_M$ below the limit. With the loss rate assumed above, this is roughly 100 MHz at $\varphi=1$ mrad but only 4 MHz at 5 mrad. In a weakly driven sphere the net growth of pairs therefore stops noticeably below 3.3 GHz.

If a device must avoid this splitting at a lower frequency, the model says to choose a smaller $M_s$, since the limit is proportional to it. This holds for a saturated sphere driven at resonance, whose anisotropy field remains small compared with $\mu_0M_s$. It does not remove off-resonance pumping in lower fields or the two-quantum process at larger cone angles.

\section{Variations}

\subsection{Long waves alone}

Consider only plane waves with negligible exchange energy. Where does the window for splitting into two such waves begin?

Now $\omega_h=\omega_i$, and the highest frequency of these plane waves is at $\theta=90^\circ$. With $x=\omega_0/\omega_M$, half the pump frequency lies below this top if
\begin{equation}
\frac{x^2}{4}<\left(x-\frac13\right)\left(x+\frac23\right)
=x^2+\frac x3-\frac29 .
\end{equation}
Multiplication by 36 gives $27x^2+12x-8>0$. The positive root is
\begin{equation}
x=\frac{-12+\sqrt{1008}}{54}=\frac{2(\sqrt7-1)}9=0.3657,
\end{equation}
or 1.80 GHz. The edge itself is excluded because the coupling vanishes at $90^\circ$. Between 1.64 and 1.80 GHz the band of long plane waves lies entirely below $\omega_0/2$, and a plane-wave pair needs exchange to reach resonance. Long surface modes of the sphere are not plane waves; they can have higher frequencies and are left out of this estimate. The upper limit is unchanged.

\subsection{A spheroid instead of a sphere}

Let the sample be a spheroid with its axis along the field and demagnetizing factors $N_z$ and $N_t$, where $N_z+2N_t=1$. What replaces the factor $2/3$?

The transverse demagnetizing field $-N_t\mu_0M_s\mathbf m_\perp$ now exerts a torque that differs from that of the axial one. The uniform mode and the internal field give
\begin{equation}
\omega_0=\gamma B_0+(N_t-N_z)\omega_M,\qquad
\omega_i=\gamma B_0-N_z\omega_M=\omega_0-N_t\omega_M.
\end{equation}
The bound $\omega\geq\omega_i$ holds as before, so $\omega_0>2\omega_i$ becomes
\begin{equation}
\omega_0<2N_t\,\omega_M .
\end{equation}
For the sphere $N_t=1/3$ and \eqref{limit} returns. A long needle along the field has $N_t\to1/2$, and the limit rises to $f_M=4.93$ GHz. A thin disc magnetized along its normal has a small $N_t$. Saturation requires $\omega_i>0$, so splitting is confined to $N_t\omega_M<\omega_0<2N_t\omega_M$, a window that shrinks towards zero frequency as the disc gets thinner. In the limit $N_t\to0$ the uniform mode lies at the bottom of the magnon band and the window closes. At fixed $M_s$, shape alone can therefore move the limit.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mu0 Ms = 0.176 T; Ms = 140.1 kA/m
gamma/2pi for g=2 = 27.992 GHz/T
fM = gamma mu0 Ms/2pi = 4.927 GHz
limit w0/wM from band bottom = 0.666667
upper limit for splitting = 3.284 GHz
applied field at the limit = 117.3 mT
saturation edge fM/3 = 1.642 GHz
start with long waves only: w0/wM = 0.3657
start with long waves only = 1.802 GHz
largest relative error of growth formula = 4.9e-06
scan cone angle = 0.010 rad
scan w0/wM=0.45, f=2.22 GHz: max growth/wM = 3.41e-03
scan w0/wM=0.55, f=2.71 GHz: max growth/wM = 2.94e-03
scan w0/wM=0.62, f=3.05 GHz: max growth/wM = 1.89e-03
scan w0/wM=0.71, f=3.50 GHz: max growth/wM = -3.45e-12
scan w0/wM=0.80, f=3.94 GHz: max growth/wM = -6.83e-12
scan w0/wM=1.00, f=4.93 GHz: max growth/wM = -1.89e-11
pump 3.0 GHz: applied field = 107.2 mT
  internal field = 48.5 mT
  band bottom = 1.358 GHz; half pump = 1.500 GHz
  long-wave pair angle = 14.27 deg
  growth rate/(cone angle * wM) = 0.2276
  growth rate/cone angle = 7.044e+09 1/s
  amplitude loss rate = 4.397e+06 1/s
  critical cone angle = 0.624 mrad
  critical cone angle = 0.0358 deg
  wavelength along field = 0.641 um
pump 4.0 GHz: applied field = 142.9 mT
  internal field = 84.2 mT
  band bottom = 2.358 GHz; half pump = 2.000 GHz
rough K1 = -600 J/m^3; 2|K1|/Ms = 8.57 mT
field along 100: limit shift = 0.0 MHz, field at limit = 125.9 mT
field along 111: limit shift = 0.0 MHz, field at limit = 111.6 mT
field along 110: limit shift = 9.8 MHz, field at limit = 115.7 mT
rough exchange stiffness = 3.7 pJ/m; D = 5.28e-17 T m^2
sphere diameter = 0.5 mm
half-waves in lowest standing wave = 96
finite-size limit shift = -2.15 MHz
rough linewidth 0.05 mT = 1.40 MHz
rough slope of Ms = -0.2 % per K
limit shift for 10 K warming = -66 MHz
\end{verbatim}
